# Secondary pyroelectricity: from a fixed cell to a free crystal: verification in Python

```python
"""
Result under test, for a uniaxial pyroelectric with short-circuited electrodes:
    p_free = p_fixed + 2*e31*alpha1 + e33*alpha3
p = (1/A) dQ/dT : electrode charge per kelvin and per present electrode area
p_fixed         : same, cell shape held, atoms relaxed
e31, e33        : proper relaxed-ion piezoelectric stress constants
alpha1, alpha3  : thermal expansion of the free crystal, in plane and axial
A model free energy per reference volume supplies every quantity.  Its variables
are logarithmic strains x (both in-plane axes) and z (polar axis), a polar
coordinate u (C/m^2), temperature, and nominal field (voltage/reference length).
Parameters are rough, in the regime of lithium niobate near room temperature.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------------- model parameters (SI units) ----------------
T0 = 300.0
A_LAT, C_LAT = 5.15e-10, 13.9e-10
CELL_AREA = np.sqrt(3) / 2 * A_LAT**2
CELL_VOLUME = CELL_AREA * C_LAT / 3          # primitive cell, 10 atoms
C11, C12, C13, C33 = 200e9, 55e9, 75e9, 240e9
CHI_ION, EPS_EL = 23.0, 5.0                  # lattice and electronic parts
U0 = 0.75                                    # static polar coordinate
R1, R3 = 0.15, 1.7                           # internal-relaxation part of e
B1, B3 = 0.05, -0.4                          # clamped-ion part of e
# modes per cell, wavenumber (1/cm), gamma1, gamma3, kappa (m^2/C)
MODES = [(15, 200.0, 1.6, 1.7, 0.20), (15, 550.0, 1.4, 1.6, 0.10)]
ALPHA_SUB = 2.6e-6                           # silicon, rough
FILM_T, SUB_T, SUB_M = 0.6e-6, 500e-6, 180e9
COERCIVE, T_CURIE = 2.0e7, 1400.0            # rough values, V/m and K

# ---------------- free energy and its derivatives ----------------
x, z, u, temp, field = sp.symbols("x z u temp field", real=True)
offset = u - U0 - 2 * R1 * x - R3 * z
static = ((C11 + C12) * x**2 + 2 * C13 * x * z + C33 * z**2 / 2
          + offset**2 / (2 * const.epsilon_0 * CHI_ION))
thermal = 0
for count, wavenumber, g1, g3, kappa in MODES:
    quantum_energy = const.h * const.c * 100 * wavenumber * sp.exp(
        -2 * g1 * x - g3 * z + kappa * (u - U0))
    thermal += (count * const.k * temp / CELL_VOLUME
                * sp.log(2 * sp.sinh(quantum_energy / (2 * const.k * temp))))
charge_expr = u + 2 * B1 * x + B3 * z        # per reference area
energy = static + thermal - field * charge_expr
args = (x, z, u, temp, field)
variables = (x, z, u)
gradient = sp.lambdify(args, [sp.diff(energy, v) for v in variables], "numpy")
hessian = sp.lambdify(args, sp.hessian(energy, variables), "numpy")
entropy = sp.lambdify(args, -sp.diff(energy, temp), "numpy")


def relax(t, in_plane=None, axial=None, volt=0.0):
    """Minimize over u and over every strain that is not held."""
    held = (in_plane, axial, None)
    state = np.array([in_plane or 0.0, axial or 0.0, U0])
    free = [i for i, value in enumerate(held) if value is None]
    for _ in range(14):
        g = np.array(gradient(*state, t, volt), float)[free]
        h = np.array(hessian(*state, t, volt), float)[np.ix_(free, free)]
        step = np.linalg.solve(h, -g)
        state[free] += step
    assert np.max(np.abs(step)) < 1e-12
    return state


def charge(s):
    return s[2] + 2 * B1 * s[0] + B3 * s[1]


def slope(function, at, step):
    return (function(at + step) - function(at - step)) / (2 * step)


def free_coefficient(t):
    return slope(lambda v: charge(relax(v)), t, 0.5) / np.exp(2 * relax(t)[0])


# ---------------- direct free-crystal result ----------------
s0 = relax(T0)
x0, z0 = s0[0], s0[1]
area, volume = np.exp(2 * x0), np.exp(2 * x0 + z0)
p_free = free_coefficient(T0)
alpha_direct = slope(lambda t: relax(t)[:2], T0, 0.5)

# ---------------- ingredients from fixed-shape calculations ----------------
p_fixed = slope(lambda t: charge(relax(t, x0, z0)), T0, 0.5) / area
e31 = slope(lambda v: charge(relax(T0, v, z0)), x0, 1e-4) / (2 * area)
e33 = slope(lambda v: charge(relax(T0, x0, v)), z0, 1e-4) / area


def strain_force(t, a, b):
    return np.array(gradient(*relax(t, a, b), t, 0.0), float)[:2]


stiff = np.column_stack([
    slope(lambda v: strain_force(T0, v, z0), x0, 1e-4),
    slope(lambda v: strain_force(T0, x0, v), z0, 1e-4)]) / volume
thermal_force = slope(lambda t: strain_force(t, x0, z0), T0, 0.5) / volume
alpha1, alpha3 = np.linalg.solve(stiff, -thermal_force)
assert np.allclose([alpha1, alpha3], alpha_direct, rtol=1e-4, atol=0)

part1, part3 = 2 * e31 * alpha1, e33 * alpha3
secondary = part1 + part3
tolerance = 2e-4 * abs(secondary)            # finite-difference error
assert abs(p_free - p_fixed - secondary) < tolerance
assert abs(p_free - p_fixed) > 0.05 * abs(p_fixed)

# ---------------- converse effect and entropy ----------------
d31, d33 = slope(lambda f: relax(T0, volt=f)[:2], 0.0, 1e5) * np.exp(z0)
secondary_d = np.array([d31, d33]) @ stiff @ alpha_direct
assert abs(secondary_d - secondary) < tolerance
p_entropy = slope(lambda f: entropy(*relax(T0, volt=f), T0, f), 0.0, 1e5) / area
assert abs(p_entropy - p_free) < tolerance

# ---------------- polarization derivative on several branches ----------------
branch_charge = const.e / CELL_AREA
branches = []
for n in (-1, 0, 1):
    def polarization(t, n=n):
        s = relax(t)
        return (charge(s) + n * branch_charge) / np.exp(2 * s[0])
    pol = polarization(T0)
    rate = slope(polarization, T0, 0.5)
    predicted = p_fixed + 2 * (e31 - pol) * alpha1 + e33 * alpha3
    assert abs(rate - predicted) < tolerance
    branches.append((n, pol, rate))

# ---------------- film held in plane by a thick substrate ----------------
p_film = slope(lambda t: charge(relax(t, x0 + ALPHA_SUB * (t - T0))),
               T0, 0.5) / area
c_sum, c13, c33 = stiff[0, 0] / 2, stiff[0, 1] / 2, stiff[1, 1]
alpha3_film = alpha3 + 2 * c13 / c33 * (alpha1 - ALPHA_SUB)
e31_film = e31 - e33 * c13 / c33
assert abs(p_film - (p_fixed + 2 * e31 * ALPHA_SUB + e33 * alpha3_film)) < tolerance
assert abs(p_film - (p_free - 2 * e31_film * (alpha1 - ALPHA_SUB))) < tolerance

# ---------------- common errors and neglected effects ----------------
secondary_ion = (2 * B1 * alpha1 + B3 * alpha3) / area
p_static_cell = slope(lambda t: charge(relax(t, 0.0, 0.0)), T0, 0.5)
eps_free = (slope(lambda f: charge(relax(T0, volt=f)), 0.0, 1e5)
            * np.exp(z0) / area / const.epsilon_0 + EPS_EL)
open_field = abs(p_free) / (const.epsilon_0 * eps_free)
film_modulus = c_sum - 2 * c13**2 / c33
# two-layer plate: force and moment balance for unit mismatch in the film
balance, load = np.zeros((2, 2)), np.zeros(2)
ts, tf = 1.0, FILM_T / SUB_T
for modulus, low, high, mismatch in ((SUB_M, 0, ts, 0),
                                    (film_modulus, ts, ts + tf, 1)):
    m1, m2, m3 = [(high**k - low**k) / k for k in (1, 2, 3)]
    balance += modulus * np.array([[m1, m2], [m2, m3]])
    load += modulus * mismatch * np.array([m1, m2])
mean_strain, curvature = np.linalg.solve(balance, load)
relaxed = mean_strain + curvature * (ts + tf / 2)
assert abs(relaxed / (4 * film_modulus * tf / SUB_M) - 1) < 0.03
softening = 50 / (T_CURIE - T0)

# ---------------- output ----------------
M = 1e6
PU = "uC/(m^2 K)"
print(f"Temperature: {T0:.0f} K; lattice a, c: {A_LAT*1e10:.2f}, {C_LAT*1e10:.2f} angstrom")
print(f"Input c11, c12, c13, c33: {C11/1e9:.0f}, {C12/1e9:.0f}, {C13/1e9:.0f}, {C33/1e9:.0f} GPa")
print(f"Input susceptibility, lattice and electronic permittivity: {CHI_ION:.0f}, {EPS_EL:.0f}")
print(f"Input static polar coordinate: {U0:.2f} C/m^2")
print(f"Input relaxation parts of e31, e33: {R1:.2f}, {R3:.2f} C/m^2")
print(f"Input clamped-ion parts of e31, e33: {B1:.2f}, {B3:.2f} C/m^2")
for count, wavenumber, g1, g3, kappa in MODES:
    print(f"Input {count} modes at {wavenumber:.0f} 1/cm: gamma1 {g1}, gamma3 {g3}, kappa {kappa} m^2/C")
print(f"Equilibrium strains from static cell x, z: {x0*1e3:.3f}, {z0*1e3:.3f} (1e-3)")
print(f"c11+c12, c13, c33 at T: {c_sum/1e9:.1f}, {c13/1e9:.1f}, {c33/1e9:.1f} GPa")
print(f"e31, e33 proper, relaxed-ion: {e31:.4f}, {e33:.4f} C/m^2")
print(f"d31, d33 from converse effect: {d31*1e12:.3f}, {d33*1e12:.3f} pm/V")
print(f"alpha1, alpha3 from thermal stress: {alpha1*M:.3f}, {alpha3*M:.3f} 1e-6/K")
print(f"alpha1, alpha3 from free cell: {alpha_direct[0]*M:.3f}, {alpha_direct[1]*M:.3f} 1e-6/K")
print(f"p_fixed: {p_fixed*M:.3f} {PU}")
print(f"2 e31 alpha1: {part1*M:.3f} {PU}")
print(f"e33 alpha3: {part3*M:.3f} {PU}")
print(f"Secondary term: {secondary*M:.3f} {PU}")
print(f"Secondary term from d c alpha: {secondary_d*M:.3f} {PU}")
print(f"p_fixed + secondary: {(p_fixed+secondary)*M:.3f} {PU}")
print(f"p_free, direct: {p_free*M:.3f} {PU} = {p_free*1e5:.3f} nC/(cm^2 K)")
print(f"p_free from entropy: {p_entropy*M:.3f} {PU}")
print(f"Fixed-cell magnitude relative to free: {(p_fixed/p_free-1)*100:.1f} % too large")
print(f"Branch step at reference area: {branch_charge:.4f} C/m^2")
for n, pol, rate in branches:
    print(f"Branch {n:+d}: P {pol:.4f} C/m^2, dP/dT {rate*M:.3f}, 2 alpha1 P {2*alpha1*pol*M:.3f} {PU}")
print(f"Secondary term with clamped-ion e (wrong): {secondary_ion*M:.3f} {PU}")
print(f"p_fixed at static cell: {p_static_cell*M:.3f} {PU}")
print(f"Substrate expansion: {ALPHA_SUB*M:.1f} 1e-6/K")
print(f"Film axial expansion: {alpha3_film*M:.3f} 1e-6/K")
print(f"Film constant e31 - e33 c13/c33: {e31_film:.4f} C/m^2")
print(f"p_film: {p_film*M:.3f} {PU} = {p_film*1e5:.3f} nC/(cm^2 K)")
print(f"p_free at 250, 350 K: {free_coefficient(250.)*M:.2f}, {free_coefficient(350.)*M:.2f} {PU}")
print(f"Free-crystal relative permittivity: {eps_free:.2f}")
print(f"Open-circuit field for 10 K: {open_field*10/1e8:.4f} MV/cm")
print(f"Rough coercive field: {COERCIVE/1e8:.2f} MV/cm, reached after {COERCIVE/open_field:.0f} K")
print(f"Film biaxial modulus: {film_modulus/1e9:.1f} GPa; substrate (rough): {SUB_M/1e9:.0f} GPa")
print(f"Film, substrate thickness: {FILM_T*1e6:.1f}, {SUB_T*1e6:.0f} um")
print(f"Mismatch strain relaxed by substrate: {relaxed*100:.3f} %")
print(f"Resulting shift of p_film: {relaxed*(p_free-p_film)*M:.3f} {PU}")
print(f"Rough Curie temperature: {T_CURIE:.0f} K")
print(f"Polar-mode softening over 50 K, 50/(Tc-T): {softening*100:.1f} %")
print(f"Resulting change of p_fixed over 50 K: {abs(p_fixed)*softening*M:.2f} {PU}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 300 K; lattice a, c: 5.15, 13.90 angstrom
Input c11, c12, c13, c33: 200, 55, 75, 240 GPa
Input susceptibility, lattice and electronic permittivity: 23, 5
Input static polar coordinate: 0.75 C/m^2
Input relaxation parts of e31, e33: 0.15, 1.70 C/m^2
Input clamped-ion parts of e31, e33: 0.05, -0.40 C/m^2
Input 15 modes at 200 1/cm: gamma1 1.6, gamma3 1.7, kappa 0.2 m^2/C
Input 15 modes at 550 1/cm: gamma1 1.4, gamma3 1.6, kappa 0.1 m^2/C
Equilibrium strains from static cell x, z: 7.368, 4.131 (1e-3)
c11+c12, c13, c33 at T: 252.6, 74.8, 236.7 GPa
e31, e33 proper, relaxed-ion: 0.2167, 1.3004 C/m^2
d31, d33 from converse effect: -0.945, 6.091 pm/V
alpha1, alpha3 from thermal stress: 15.018, 7.564 1e-6/K
alpha1, alpha3 from free cell: 15.018, 7.564 1e-6/K
p_fixed: -95.860 uC/(m^2 K)
2 e31 alpha1: 6.509 uC/(m^2 K)
e33 alpha3: 9.837 uC/(m^2 K)
Secondary term: 16.346 uC/(m^2 K)
Secondary term from d c alpha: 16.346 uC/(m^2 K)
p_fixed + secondary: -79.514 uC/(m^2 K)
p_free, direct: -79.514 uC/(m^2 K) = -7.951 nC/(cm^2 K)
p_free from entropy: -79.514 uC/(m^2 K)
Fixed-cell magnitude relative to free: 20.6 % too large
Branch step at reference area: 0.6975 C/m^2
Branch -1: P 0.0173 C/m^2, dP/dT -80.034, 2 alpha1 P 0.520 uC/(m^2 K)
Branch +0: P 0.7047 C/m^2, dP/dT -100.679, 2 alpha1 P 21.165 uC/(m^2 K)
Branch +1: P 1.3920 C/m^2, dP/dT -121.324, 2 alpha1 P 41.810 uC/(m^2 K)
Secondary term with clamped-ion e (wrong): -1.502 uC/(m^2 K)
p_fixed at static cell: -96.352 uC/(m^2 K)
Substrate expansion: 2.6 1e-6/K
Film axial expansion: 15.411 1e-6/K
Film constant e31 - e33 c13/c33: -0.1941 C/m^2
p_film: -74.693 uC/(m^2 K) = -7.469 nC/(cm^2 K)
p_free at 250, 350 K: -74.39, -83.04 uC/(m^2 K)
Free-crystal relative permittivity: 28.57
Open-circuit field for 10 K: 0.0314 MV/cm
Rough coercive field: 0.20 MV/cm, reached after 64 K
Film biaxial modulus: 205.3 GPa; substrate (rough): 180 GPa
Film, substrate thickness: 0.6, 500 um
Mismatch strain relaxed by substrate: 0.546 %
Resulting shift of p_film: -0.026 uC/(m^2 K)
Rough Curie temperature: 1400 K
Polar-mode softening over 50 K, 50/(Tc-T): 4.5 %
Resulting change of p_fixed over 50 K: 4.36 uC/(m^2 K)
ALL CHECKS PASSED
```
